# Muonic Lead: Nuclear Size, Vacuum Polarisation and Self-Energy

## Problem

A muon is bound in the 1s state of a bare lead nucleus, $Z=82$, $A=208$. The nucleus is held fixed and there are no electrons.

(a) Find the Dirac energy for a point nucleus and for a Fermi charge distribution.

(b) Find the Uehling shift, due to virtual electron–positron pairs. Compare its size and sign with the muon's self-energy.

Hartree atomic units are used in the algebra: $\hbar=e=m_e=1$, $c=1/\alpha$. The muon mass is $m=206.77$, and $mc^2$ corresponds to $1.0566\times10^8$ eV. Energies $E$ exclude $mc^2$. The nuclear density $\rho$ is normalised to one.

## A tempting solution

For $\kappa=-1$ the radial Dirac equations are

$$P'=\frac Pr+\frac{E-V+2mc^2}{c}Q,\qquad Q'=-\frac Qr-\frac{E-V}{c}P .$$

Let $V=-Z/r$ and try $P=r^\gamma e^{-\lambda r}$, $Q=-\eta P$. Matching the $1/r$ terms and the constants gives

$$\gamma=1-\eta Z\alpha,\quad \lambda=\eta\frac{E+2mc^2}{c},\quad \eta(1+\gamma)=Z\alpha,\quad \eta\lambda=-\frac Ec .$$

The first and third relations give $(1-\gamma)(1+\gamma)=(Z\alpha)^2$, hence $\gamma=\sqrt{1-(Z\alpha)^2}$ and $\eta^2=(1-\gamma)/(1+\gamma)$. The other two give $\eta^2(E+2mc^2)=-E$, so

$$E=-\frac{2mc^2\eta^2}{1+\eta^2}=-mc^2(1-\gamma).$$

With $Z\alpha=0.59838$, $\gamma=0.8012$ and $E=-0.1988\times1.0566\times10^8=-2.100\times10^7$ eV. A nucleus is tiny compared with an atom, so this is taken as the answer for the Fermi nucleus too.

For part (b), the leading radiative shifts of an electron in hydrogen are carried over, with the electron mass replaced by $m$ everywhere:

$$E_{VP}=-\frac{\langle\nabla^2V\rangle}{15\pi m^2c^3},\qquad
E_{SE}=\frac{\langle\nabla^2V\rangle}{3\pi m^2c^3}\left[\ln\frac{mc^2}{2\bar\varepsilon}+\frac56\right].\tag{1}$$

Here $\bar\varepsilon$ is a mean excitation energy, defined below. In hydrogen $\ln 2\bar\varepsilon=2.984$, so the bracket is $2\ln137.04-2.984+0.833=7.69$. The self-energy is $5\times7.69\approx38$ times the vacuum polarisation. For a point nucleus $\bar\varepsilon$ is proportional to $m$, so the mass cancels from this ratio. The self-energy is therefore said to win in muonic lead as well.

## Where it fails

The argument assumes that every length shrinks with the muon's orbit. Two do not: the nuclear radius and the range of the electron-pair cloud.

The point solution has mean radius $4.06\times10^{-5}$ Å. A uniform sphere with the rms radius used below has $R=7.13\times10^{-5}$ Å, so the supposed orbit lies largely inside the nucleus. Treating the size as a small correction exposes the failure. If the wavefunction hardly varies over the nucleus, the shift is $|\psi(0)|^2$ times the volume integral of $V+Z/r$. The Fourier transform of this difference is $-4\pi Z[F(q)-1]/q^2$, with $F\approx1-q^2\langle r^2\rangle/6$. Its value at $q=0$ is the integral, $2\pi Z\langle r^2\rangle/3$. With $|\psi(0)|^2=(Zm)^3/\pi$,

$$\delta E=\frac23Z^4m^3\langle r^2\rangle=\frac23(Z\alpha)^2mc^2\,(Zm)^2\langle r^2\rangle .$$

The length $1/(Zm)$ is $3.12\times10^{-5}$ Å and the rms radius is $5.52\times10^{-5}$ Å. This gives $\delta E\approx7.9\times10^7$ eV, several times the binding it is meant to correct.

The pair cloud has range $1/(2c)=1.93\times10^{-3}$ Å, far larger than the orbit. The particle in the loop is an electron even when the bound particle is a muon. The replacement $m_e\to m$ in $E_{VP}$ therefore describes muon pairs. Keeping the electron mass in that formula is no cure: it would multiply the shift by $m^2\approx4.3\times10^4$, although the formula requires momentum transfers small compared with the loop particle's $Mc$.

The self-energy bracket cannot be carried over either. For a point nucleus with $Z=82$, all Coulomb energies, $\bar\varepsilon$ included, scale as $Z^2m$, so $\ln(mc^2/2\bar\varepsilon)=-2\ln Z\alpha-2.984$ and the bracket would be $-2\ln0.598-2.984+0.833=-1.12$, a change of sign. This value has no physical meaning: it corresponds to $\bar\varepsilon=e^{2.984}Z^2m/2\approx3.7\times10^8$ eV, larger than $mc^2$, whereas (1) assumes excitation energies small compared with $mc^2$. The excitation energies must be found in the actual potential.

## The level with a finite nucleus

The Fermi density is

$$\rho(r)=\frac{\rho_0}{1+e^{(r-b)/a}} .$$

It falls from 90 to 10 % of $\rho_0$ between $b-a\ln9$ and $b+a\ln9$, a thickness $4a\ln3$. This is set to $2.30\times10^{-5}$ Å, so $a=0.523\times10^{-5}$ Å. The rms radius is taken from the parametrisation $(0.836A^{1/3}+0.570)\times10^{-5}$ Å $=5.52\times10^{-5}$ Å. Both are model inputs.

To find $b$, expand the moments about a sharp edge. Up to terms of order $e^{-b/a}$,

$$\int_0^\infty\frac{r^2dr}{1+e^{(r-b)/a}}=\frac{b^3}{3}(1+u),\qquad
\int_0^\infty\frac{r^4dr}{1+e^{(r-b)/a}}=\frac{b^5}{5}\left(1+\frac{10u}{3}+\frac{7u^2}{3}\right),$$

with $u=\pi^2a^2/b^2$. The last bracket is $(1+u)(1+7u/3)$. The ratio is $\langle r^2\rangle=\frac35b^2+\frac75\pi^2a^2$, so

$$b^2=\frac53\langle r^2\rangle-\frac73\pi^2a^2,\qquad b=6.67\times10^{-5}\ \text{Å}.$$

Gauss's law gives $V'=Zq(r)/r^2$, where $q(r)$ is the fraction of charge inside $r$, with $V\to-Z/r$ outside.

A hand estimate shows the scale. For a uniform sphere $q=r^3/R^3$. Integrating inward from $V(R)=-Z/R$ gives

$$V=-\frac{3Z}{2R}+\frac{Zr^2}{2R^3}\qquad(r<R).$$

This is an oscillator of frequency $\omega=\sqrt{Z/(mR^3)}$. Continued beyond $R$, it lies above $-Z/r$: with $x=r/R$, the difference in units of $Z/R$ is $(x^2-3)/2+1/x$, which vanishes at $x=1$ and has positive slope $x-1/x^2$ for $x>1$. Raising a potential cannot lower its ground state, so the Schrödinger level of the sphere obeys

$$E\le-\frac{3Z}{2R}+\frac32\sqrt{\frac{Z}{mR^3}} .$$

Here $Z/R=1.656\times10^7$ eV and $\omega=1.096\times10^7$ eV, so the bound is $(-2.484+1.643)\times10^7=-0.841\times10^7$ eV. The true level may be lower, and it is, because the Coulomb tail is deeper than the oscillator.

Diagonalising the Dirac equation for the Fermi potential in a kinetically balanced B-spline basis gives

$$E_F=-1.051\times10^7\ \text{eV},\qquad \frac{E_F}{E_{\rm point}}=0.500 .$$

The binding is halved, from about 21.0 to 10.5 MeV. The closeness to one half belongs to lead's charge and radius and is no general law. Shrinking $a$ and $b$ together restores the point result:

| Scale of nucleus | 1s energy (eV) |
|---|---|
| 1 | $-1.051\times10^7$ |
| 0.5 | $-1.424\times10^7$ |
| 0.1 | $-1.973\times10^7$ |
| 0.01 | $-2.096\times10^7$ |

The mean muon radius is $8.24\times10^{-5}$ Å, twice the point value, and 40 % of the muon's probability lies inside $b$. The potential there is finite, $-2.55\times10^7$ eV at the centre, instead of diverging. This also weakens the relativistic effect. For a point nucleus the Schrödinger binding $Z^2m/2$ is $1.89\times10^7$ eV, about $2.1\times10^6$ eV less than the Dirac binding. For the Fermi nucleus the difference is $7\times10^4$ eV.

A uniform sphere with the same rms radius gives $-1.046\times10^7$ eV, $5\times10^4$ eV above the Fermi level. The halving is insensitive to this change of shape, but a precise level needs more than the rms radius. The last digit of $E_F$ also depends on the inputs. The measured rms radius of $^{208}$Pb, $5.50\times10^{-5}$ Å, lowers the level by $2.2\times10^4$ eV, to $-1.053\times10^7$ eV. A change of $0.1\times10^{-5}$ Å in the skin thickness moves it by about $4\times10^3$ eV.

## The Uehling shift

The starting point is the one-loop QED result that vacuum polarisation multiplies the static interaction at momentum transfer $q$ by $1+\Pi(q)$. For loop mass $M$,

$$\Pi=\frac{2\alpha}{\pi}\int_0^1x(1-x)\ln\left[1+x(1-x)\frac{q^2}{M^2c^2}\right]dx.\tag{2}$$

Set $M=1$ and $v=2x-1$, so that $x(1-x)=(1-v^2)/4$. Integration by parts, with vanishing boundary terms, gives

$$\Pi=\frac{\alpha}{\pi}\int_0^1v^2\left(1-\frac{v^2}{3}\right)\frac{q^2}{4c^2+(1-v^2)q^2}\,dv .$$

Now put $t=(1-v^2)^{-1/2}$. Then $v=\sqrt{t^2-1}/t$, $dv=dt/(t^2\sqrt{t^2-1})$ and $1-v^2/3=\frac23(1+1/2t^2)$, so

$$\Pi=\frac{2\alpha}{3\pi}\int_1^\infty\sqrt{t^2-1}\left(\frac1{t^2}+\frac1{2t^4}\right)\frac{q^2}{q^2+4c^2t^2}\,dt .$$

Multiplication by $-4\pi Z/q^2$ leaves $-4\pi Z/(q^2+4c^2t^2)$, the transform of $-Ze^{-2ctr}/r$. Thus a point charge has

$$V_U=-\frac{2\alpha Z}{3\pi r}K_1(2cr),\quad
K_1(x)=\int_1^\infty e^{-xt}\sqrt{t^2-1}\left(\frac1{t^2}+\frac1{2t^4}\right)dt .$$

The extra potential is attractive. For the extended charge, the angular integral of $e^{-\mu s}/s$ with $s=|\mathbf r-\mathbf r'|$ follows from $s\,ds=-rr'\,d\cos\theta$:

$$\int\frac{e^{-\mu s}}s\,d\Omega'=\frac{2\pi}{\mu rr'}\left[e^{-\mu|r-r'|}-e^{-\mu(r+r')}\right].$$

With $\mu=2ct$, the factor $1/\mu$ supplies another $1/t$, and

$$V_U(r)=-\frac{2\alpha^2Z}{3r}\int_0^\infty r'\rho(r')\left[K_0(2c|r-r'|)-K_0(2c(r+r'))\right]dr',$$

where $K_0$ is the integral for $K_1$ with the additional factor $1/t$. These functions are not Bessel functions. Quadrature with the Fermi-nucleus Dirac density gives

$$\langle V_U\rangle=-6.69\times10^4\ \text{eV}.$$

Including $V_U$ in the Dirac equation gives a shift of $-6.70\times10^4$ eV, so first order is sufficient here.

The size can be understood from $K_1$ at small $x$. Subtract $1/t$ from the factor multiplying $e^{-xt}$. The subtracted part integrates to $-\ln x-\gamma_E$ as $x\to0$, with $\gamma_E=0.577$. The rest converges at $x=0$:

$$\int_1^\infty\left(\frac{\sqrt{t^2-1}}{t^2}-\frac1t\right)dt=\ln2-1,\qquad
\frac12\int_1^\infty\frac{\sqrt{t^2-1}}{t^4}dt=\frac16 .$$

Therefore

$$K_1(2cr)\simeq\ln\frac1{cr}-\gamma_E-\frac56\qquad(cr\ll1).$$

Let $d=Z/|\langle V\rangle|$, the inverse of the mean inverse distance between the muon and the nuclear charge. With $\langle V\rangle=-1.571\times10^7$ eV, $d=7.52\times10^{-5}$ Å and the logarithmic factor is $3.939-0.577-0.833=2.53$. Then

$$\langle V_U\rangle\approx-\frac{2\alpha}{3\pi}|\langle V\rangle|\times2.53=-6.15\times10^4\ \text{eV}.$$

This is 8 % smaller in magnitude than the computed shift. One cause is the averaging: $y\ln y$ is convex in the inverse distance $y$, so its mean exceeds its value at the mean $y$. This accounts for about $4.3\times10^3$ eV of the $5.4\times10^3$ eV gap. The remaining $1.1\times10^3$ eV comes from the terms of $K_1$ beyond the logarithm.

## The self-energy

Two photon regions must be joined. Use $\hbar=m=c=1$ for this derivation and keep $\alpha$. The expansion assumes momentum transfers and excitation energies small compared with the muon mass.

**Soft photons.** For wave numbers $k<K$, second-order perturbation theory in the dipole coupling, after subtraction of the free-particle mass shift, gives

$$E_{\rm soft}=\frac{2\alpha}{3\pi}\sum_n|\mathbf p_{n0}|^2\int_0^K k\left(\frac1k-\frac1{k+\omega_n}\right)dk
\simeq\frac{2\alpha}{3\pi}\sum_n|\mathbf p_{n0}|^2\omega_n\ln\frac K{\omega_n},$$

with $\omega_n=E_n-E_0\ll K$. Since $[H,\mathbf p]=i\nabla V$, the double commutator gives $\sum_n|\mathbf p_{n0}|^2\omega_n=\frac12\langle\nabla^2V\rangle$. Define

$$\ln\bar\varepsilon=\frac{\sum_n|\mathbf p_{n0}|^2\omega_n\ln\omega_n}{\sum_n|\mathbf p_{n0}|^2\omega_n}.$$

Then $E_{\rm soft}=(\alpha/3\pi)\langle\nabla^2V\rangle\ln(K/\bar\varepsilon)$.

**Hard photons.** These change the charge form factor $F_1$. At invariant momentum transfer squared $-q^2$, $V$ becomes $V(1-F_1'q^2)$. As $q^2V$ transforms to $-\nabla^2V$, the added potential is $+F_1'\nabla^2V$. With a small photon mass $\lambda$, the one-loop vertex in Feynman-parameter form has slope

$$F_1'=\frac{\alpha}{2\pi}\int_0^1\left[\frac{s^3/3+s(1-s)}{\Delta}+\frac{(s^2+2s-2)s^3}{6\Delta^2}\right]ds,\quad\Delta=s^2+(1-s)\lambda^2 .$$

This vertex integral, like (2), is taken as the QED input. As $\lambda\to0$, the terms regular at $s=0$ integrate to $\frac16-1+\frac13+\frac1{12}=-\frac5{12}$. The singular terms are $s/\Delta$, giving $\ln(1/\lambda)$, and $-s^3/(3\Delta^2)$, giving $-\frac13[\ln(1/\lambda)-\frac12]$. Hence

$$F_1'=\frac{\alpha}{3\pi}\left(\ln\frac1\lambda-\frac38\right).$$

The part with $k<K$ must be removed, since it has already been counted with the bound states. Soft emission reduces the scattering amplitude by half the emission probability. With $\Omega^2=k^2+\lambda^2$ and the polarisation average $1-k^2/3\Omega^2$, its slope is

$$\frac{\alpha}{2\pi}\int_0^K\frac{k^2}{\Omega^3}\left(1-\frac{k^2}{3\Omega^2}\right)dk
=\frac{\alpha}{3\pi}\left(\ln\frac{2K}\lambda-\frac56\right),$$

because the two integrals are $\ln(2K/\lambda)-1$ and $\ln(2K/\lambda)-\frac43$. Subtraction removes $\lambda$ and leaves $(\alpha/3\pi)[-\ln2K+\frac{11}{24}]$. Adding the soft part removes $K$.

**Magnetic moment.** The anomalous moment $\alpha/2\pi$ adds $-(\alpha/4\pi)i\beta\boldsymbol\alpha\cdot\nabla V$ to the Dirac Hamiltonian. With small component $\boldsymbol\sigma\cdot\mathbf p\,\phi/2$, its s-state expectation value is $(\alpha/8\pi)\langle\nabla^2V\rangle$, or $\frac38$ in units of $(\alpha/3\pi)\langle\nabla^2V\rangle$. Since $\frac{11}{24}+\frac38=\frac56$, restoring $m$ and $c$ yields $E_{SE}$ in (1).

For the Fermi nucleus, Schrödinger s and p states in the spline basis give $\bar\varepsilon=8.83\times10^6$ eV. The bracket is

$$\ln\frac{105.66}{2\times8.83}+\frac56=1.789+0.833=2.62 .$$

Poisson's equation gives $\nabla^2V=4\pi Z\rho$. With the Dirac density, $\langle\nabla^2V\rangle/(15\pi m^2c^3)=244$ eV, so

$$E_{SE}\approx5\times244\times2.62=3.2\times10^3\ \text{eV}.$$

The Schrödinger density gives $3.1\times10^3$ eV. Their closeness does not measure the omitted higher orders. It shows that this change of density matters little.

## Which shift wins, and why

The Uehling shift lowers the level by $6.7\times10^4$ eV, while the estimated self-energy raises it by $3.2\times10^3$ eV. The ratio of magnitudes is about 21. The self-energy is a leading-order estimate, but it would have to be wrong by that factor to reverse the order.

The cause can be isolated by changing the loop mass alone. For $q\ll Mc$, expand the logarithm in (2) and use $\int_0^1x^2(1-x)^2dx=1/30$:

$$\Pi\simeq\frac{\alpha q^2}{15\pi M^2c^2},\qquad \delta V=-\frac{\nabla^2V}{15\pi M^2c^3}.$$

For muon pairs, $M=m$, this is $E_{VP}$ in (1) and gives $-244$ eV. The full function (2), integrated over $q$ with the nuclear and muon form factors, gives $-237$ eV. The self-energy would then be the larger shift, by a factor $3.2\times10^3/237\approx13.5$. Thus the light electron in the loop reverses the order: the muon's orbit is much smaller than the range of the pair cloud, and at such short distances the logarithm replaces the contact formula.

Adding both shifts gives a 1s energy of $-1.057\times10^7$ eV. Replacing $m$ by the reduced mass would raise the Fermi level by about $2.8\times10^3$ eV, nearly as much as the self-energy. This indicates the scale of recoil but is not a full treatment of it. Higher-order vacuum polarisation, nuclear polarisation and electron screening are also left out. The choice of nuclear radius alone moves the level by several times the self-energy. The final energy is therefore a model value, not a prediction at the level of the self-energy.
